# Molecular conductance of a long circular tube with partly specular walls

## 1. The form of the answer

A gas so thin that its molecules meet only the wall flows through a straight circular tube of radius $R$ and length $L$. The wall and the gas have one temperature $T$. The conductance $C$ is defined by

$$Q=C(p_1-p_2),$$

where $Q$ is the throughput (pressure times volume per time) and $p_1,p_2$ are the pressures in the two vessels. Since $p=nkT$ and $Q=kT\,I$, with $n$ the number density and $I$ the net number of molecules passing per second, this is the same as $I=C(n_1-n_2)$.

$C$ is a volume per time. Molecules that do not meet each other contribute independently, so $C$ cannot depend on density. The molecular mass $m$ and $kT$ can supply a velocity only through $\sqrt{kT/m}$, for which we use the mean speed $\bar v=\sqrt{8kT/\pi m}$. Hence $C=R^2\bar v\,F(L/R,a)$, where the pure number $a$ describes the wall. In a very long tube the current follows the local density gradient, which is $(n_1-n_2)/L$ in size. Therefore

$$C=c(a)\,\frac{R^3\bar v}{L}.$$

What remains is the number $c(a)$. We shall find

$$\boxed{C=\frac{2\pi R^3\bar v}{3L}\,\frac{2-a}{a}}\qquad (L/R\to\infty,\ a\ \text{fixed}).$$

**The wall model.** At each collision a molecule is, with probability $a$, re-emitted diffusely: it forgets its past and leaves by the cosine law, with the speed distribution of the molecules that strike a wall in equilibrium. (Fast molecules strike more often, so their share is larger here than in the gas.) With probability $1-a$ it is reflected specularly. We take $0<a\le1$, the same for all speeds and angles.

## 2. Wall collisions and the cosine law

In equilibrium a fraction $d\Omega/4\pi$ of the molecules moves in the solid angle $d\Omega$. Those moving at angle $\vartheta$ to the wall normal strike unit area at the rate $n v\cos\vartheta\,d\Omega/4\pi$. Averaging over speed and integrating over a hemisphere, where $\int\cos\vartheta\,d\Omega=\pi$, gives

$$q=\frac{n\bar v}{4}.$$

The directions of arriving molecules have the normalized distribution $\cos\vartheta\,d\Omega/\pi$. Emission with the same directions and speeds preserves equilibrium.

## 3. One flight, and why the next is equal to it

Let a molecule leave the wall point $(R,0,0)$ in the direction $(-u_n,u_t,u_z)$, with $u_n>0$ the inward normal component and $z$ along the tube. It meets the wall again after a path $s$ with

$$(R-su_n)^2+s^2u_t^2=R^2
\quad\Rightarrow\quad
s=\frac{2Ru_n}{u_n^2+u_t^2}.$$

At the new point the outward normal component of the direction is

$$\frac{(R-su_n)(-u_n)+su_t^2}{R}=-u_n+\frac{s(u_n^2+u_t^2)}{R}=-u_n+2u_n=u_n.$$

Specular reflection reverses this component, so the molecule starts again with inward component $u_n$. The tangential component is still $u_t$, because the angular momentum about the axis is unchanged, and $u_z$ is unchanged too. The next flight therefore has the same length and the same axial advance $z=su_z$.

If $N$ flights separate one diffuse emission from the next diffuse collision, the total advance is

$$Z=Nz.$$

## 4. The two averages

**Number of flights.** $N=n$ requires $n-1$ specular collisions and then a diffuse one, so $P(N=n)=a\,r^{n-1}$ with $r=1-a$. Differentiating the geometric series once and twice gives

$$\sum_{n\ge1} n r^{n-1}=\frac1{(1-r)^2},\qquad \sum_{n\ge1} n(n+1)r^{n-1}=\frac{2}{(1-r)^3}.$$

Multiplication by $a=1-r$ yields $\langle N\rangle=1/a$ and $\langle N^2\rangle+\langle N\rangle=2/a^2$, so

$$\langle N^2\rangle=\frac2{a^2}-\frac1a=\frac{2-a}{a^2}.$$

**Advance in one flight.** Use the angle $\theta$ from the tube axis and the azimuth $\varphi$ from the normal. Then $u_n=\sin\theta\cos\varphi$, $u_n^2+u_t^2=\sin^2\theta$, and

$$z=2R\cos\varphi\,\cot\theta,\qquad dP=\frac{u_n\,d\Omega}{\pi}=\frac{\sin^2\theta\cos\varphi\,d\theta\,d\varphi}{\pi},$$

with $0<\theta<\pi$ and $|\varphi|<\pi/2$. The factor $\sin^2\theta$ cancels the denominator of $z^2$:

$$\langle z^2\rangle=\frac{4R^2}{\pi}\int_{-\pi/2}^{\pi/2}\!\cos^3\varphi\,d\varphi\int_0^\pi\!\cos^2\theta\,d\theta
=\frac{4R^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{8R^2}{3}.$$

Since $a$ does not depend on angle, $N$ and $z$ are independent, and

$$\langle Z^2\rangle=\frac{8R^2}{3}\,\frac{2-a}{a^2}.$$

## 5. From advances to a current

Far from the ends, let the wall collision rate per area be $q(z)=q_0+q_1z$. This profile maintains itself. The molecules arriving at $z$ were last emitted diffusely at points $z'$, and their distribution is even in $z'-z$. The linear part therefore averages to zero about $z$, leaving what a uniform tube with rate $q(z)$ would give. The same argument applies to the density, so $q=n\bar v/4$ holds locally and $q_1=(\bar v/4)\,dn/dz$.

Now count the net number of molecules crossing the plane $z=0$ per second. A ring of width $dz'$ emits diffusely $2\pi R\,a\,q(z')\,dz'$ molecules per second. The factor $a$ is there because the other collisions are specular and continue a journey already counted. Between diffuse collisions the axial motion never reverses. A molecule from $z'=-y<0$ thus crosses the plane, once, if $Z>y$; one from $z'=y$ crosses backwards if $Z<-y$. The two probabilities are equal, hence

$$I=2\pi Ra\int_0^\infty[q(-y)-q(y)]\,P(Z>y)\,dy=-4\pi Ra\,q_1\int_0^\infty yP(Z>y)\,dy.$$

Integration by parts turns the last integral into half the part of $\langle Z^2\rangle$ that comes from positive $Z$, which is $\langle Z^2\rangle/4$. So

$$I=-\pi R\,a\,q_1\langle Z^2\rangle
=-\pi R\,a\cdot\frac{\bar v}{4}\frac{dn}{dz}\cdot\frac{8R^2}{3}\frac{2-a}{a^2}
=-\frac{2\pi R^3\bar v}{3}\,\frac{2-a}{a}\,\frac{dn}{dz}.$$

One power of $a$ has cancelled: the steps are longer, but fewer start per second. With $dn/dz=-(n_1-n_2)/L$, the boxed result follows.

**Reading the factor.** For $a=1$ it is 1. For nearly diffuse walls, put $a=1-\epsilon$; then $(1+\epsilon)/(1-\epsilon)\approx1+2\epsilon$, so each per cent of specular collisions adds about two per cent to $C$. For small $a$ the factor tends to $2/a$. If every journey had the same number $1/a$ of flights, $a\langle N^2\rangle$ would be $1/a$. The further factor of 2 comes from the spread of $N$, since long journeys count by their square.

## 6. What the circle contributes

Consider another uniform duct, whose cross-section has chords $l_0,l_1,l_2,\dots$ along a path with specular reflections. Assume that the mean square chord is finite. Specular reflection preserves $\theta$, so $Z=\Lambda\cot\theta$ with $\Lambda=\sum_{i=0}^{N-1}l_i$. In the cosine law, $\theta$ has the density $(2/\pi)\sin^2\theta$ independently of $\varphi$, so $\langle\cot^2\theta\rangle=(2/\pi)\int_0^\pi\cos^2\theta\,d\theta=1$ and $\langle Z^2\rangle=\langle\Lambda^2\rangle$.

The chord $l_i$ is flown if $N>i$, which has probability $r^i$. Starting points are uniform over the wall and directions follow the cosine law; specular reflection preserves this distribution, so $\langle l_il_{i+k}\rangle=\langle l_0l_k\rangle$. Squaring the sum,

$$\langle\Lambda^2\rangle=\sum_{i\ge0}r^i\langle l_0^2\rangle+2\sum_{i\ge0}\sum_{k\ge1}r^{i+k}\langle l_0l_k\rangle
=\frac1a\Big[\langle l_0^2\rangle+2\sum_{k\ge1}r^k\langle l_0l_k\rangle\Big].$$

The counting of part 5 carries over with the perimeter in place of $2\pi R$. The multiplier relative to $a=1$ is $a\langle\Lambda^2\rangle/\langle l_0^2\rangle$:

$$K=1+2\sum_{k\ge1}(1-a)^k\frac{\langle l_0l_k\rangle}{\langle l_0^2\rangle}\le1+\frac{2(1-a)}{a}=\frac{2-a}{a}.$$

The inequality is that of Cauchy and Schwarz. The circle reaches the bound because its chords are equal. Following rays in a square duct at $a=0.5$ gives $K=2.59$, against 3 for the circle. The factor $(2-a)/a$ is thus not a general property of the wall.

## 7. Tubes of finite length

To learn when a tube is long, we need the transmission probability $W$, the chance that a molecule entering one end leaves by the other. Molecules enter at the rate $\pi R^2n\bar v/4$, so

$$C=\frac{\pi R^2\bar v}{4}W,\qquad W\to\frac{8R}{3L}\,\frac{2-a}{a}\quad\text{for a long tube}.$$

**One flight.** Let $G(x)$ be the probability that one flight advances more than $x$ in a chosen direction, and put $u=x/2R$. The condition is $\cot\theta>u/\cos\varphi$. Differentiating the integral of $dP$ with respect to its limit $\theta_*$, where $\cot\theta_*=u/\cos\varphi$ and $d\theta_*/du=-\sin^2\theta_*/\cos\varphi$, gives

$$-\frac{dG}{du}=\frac1\pi\int_{-\pi/2}^{\pi/2}\sin^4\theta_*\,d\varphi=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^4\varphi\,d\varphi}{(\cos^2\varphi+u^2)^2}.$$

Write the integrand as $1-2b/(\cos^2\varphi+b)+b^2/(\cos^2\varphi+b)^2$ with $b=u^2$. The substitution $t=\tan\varphi$ gives $\int d\varphi/(\cos^2\varphi+b)=\pi/\sqrt{b(b+1)}$, and minus its derivative in $b$ supplies the last term. With $\sigma=\sqrt{1+u^2}$,

$$-\frac{dG}{du}=1-\frac{2u}{\sigma}+\frac{u(2u^2+1)}{2\sigma^3}=1-\frac{u(2u^2+3)}{2\sigma^3}.$$

The integral that vanishes at infinity is

$$G=\frac{2u^2+1}{2\sigma}-u=\frac{(\sigma-u)^2}{2\sigma},$$

as differentiation confirms.

**The whole tube.** A journey of $N$ flights advances beyond $x$ with probability $B(x)=\sum_n a r^{n-1}G(x/n)$. Let $w(x)$ be the chance that a molecule emitted diffusely at $x$ finally leaves at $L$. It either leaves on this journey or is emitted again at some $y$:

$$w(x)=B(L-x)+\int_0^L b(|x-y|)\,w(y)\,dy,\qquad b=-\frac{dB}{dx}.$$

In equilibrium, diffuse emission from $dx$ that escapes through the inlet without another diffuse collision has the rate $2\pi R\,a\,q\,B(x)\,dx$. By time reversal, as many entering molecules have their first diffuse collision in $dx$. Dividing by the entrance rate $\pi R^2q$,

$$W=\Big[1-\frac{2a}{R}\int_0^LB\,dx\Big]+\frac{2a}{R}\int_0^LB(x)\,w(x)\,dx.$$

The bracket is the chance of passing with no diffuse collision.

**Numerical tests.** For $L/R=10$ and $a=0.5$ the equation gives $W=0.3676$. Tracing 100,000 molecules in three dimensions, with the bare reflection rules, gives $0.3642$ with standard error $0.0015$. The difference is about 2.2 standard errors, inside the four allowed, so this comparison supports the equation to about one per cent of $W$.

For long tubes the law says that $1/W$ grows with $L/R$ at the rate $(3/8)\,a/(2-a)$. The growth between $L/R=400$ and 800 corresponds to multipliers $0.999$, $1.220$ and $2.984$ for $a=1$, $0.9$ and $0.5$. The law gives $1$, $1.222$ and $3$. The departures are at most about half a per cent, and each is less than 0.7 of the one found between $L/R=200$ and 400, as it should be for an end effect that dies out.

**How long is long?** The second moment of $z$ is finite, but $\langle|z|^3\rangle$ contains $\int\cos^3\theta\,d\theta/\sin\theta$, which diverges logarithmically at small $\theta$. Rare flights almost along the axis thus reach far, which suggests end corrections of relative order $(R/L)\ln(L/R)$, with a coefficient that grows as $a$ falls. The limits $a\to0$ and $L\to\infty$ cannot be exchanged: at fixed $L$ the law diverges as $a\to0$, whereas $W$ cannot exceed 1.

## 8. Example: sampling the gas of a sputtering chamber

Argon at $T=300$ K and $p_1=1$ mTorr passes through a metal tube of bore 1 mm ($R=0.05$ cm) and length $L=10$ cm into a vessel whose pressure is negligible. We take $a=0.9$. The mean speed is $\bar v=398.7$ m/s $=3.987\times10^4$ cm/s. With diffuse walls,

$$C_{a=1}=\frac{2\pi(0.05\ \text{cm})^3(3.987\times10^4\ \text{cm/s})}{3\times10\ \text{cm}}=1.044\ \text{cm}^3/\text{s}=1.044\times10^{-3}\ \text{L/s}.$$

The multiplier is $(2-0.9)/0.9=1.222$, so

$$C=1.222\times1.044\times10^{-3}\ \text{L/s}=1.276\times10^{-3}\ \text{L/s}.$$

The throughput is $Q=Cp_1=1.28\times10^{-6}$ Torr L/s, or $9.2\times10^{-5}$ sccm, which is $4.1\times10^{13}$ molecules per second.

**Ends.** Here $L/R=200$. The long-tube law gives $W=0.01630$ and the integral equation $0.01568$, which lowers $C$ by 3.8 % to $1.23\times10^{-3}$ L/s. The inlet aperture, with conductance $7.83\times10^{-2}$ L/s, would account for about 1.6 % if simply put in series. That simple estimate covers less than half of the end effect, so it does not replace the integral equation here. The ratio of the conductances for $a=0.9$ and $a=1$ in this same tube is 1.211 rather than 1.222.

**Gas collisions.** With a rough collision diameter $\delta=0.36$ nm, the mean free path at the inlet is $\lambda=kT/(\sqrt2\,\pi\delta^2p_1)=5.4$ cm, or 54 bores. To size the effect, suppose that each gas collision erases the axial velocity. A journey of path length $S=Ns$ contributes $Z^2/2=u_z^2S^2/2$ to the flow, and $S^2/2$ is the integral over all pairs of path points $0<s_1<s_2<S$. If a pair counts only when no collision lies between its points, it carries the weight $e^{-(s_2-s_1)/\lambda}$, and

$$\frac{S^2}{2}\ \to\ \int_0^S(S-\xi)e^{-\xi/\lambda}\,d\xi=\lambda S-\lambda^2\big(1-e^{-S/\lambda}\big).$$

Averaged over journeys, this lowers $C$ by about 5 %. The estimate uses the inlet pressure throughout and ignores the axial momentum that passes to the collision partner, so it overstates the loss. The linearized BGK kinetic model, which conserves momentum in collisions, gives for a long tube with $a=0.9$ a loss of about 2 % at the inlet pressure and about 1 % when averaged over the pressure drop. Since $\lambda$ is about half of $L$, collisions and ends cut off the same long axial flights, and the two corrections should not simply be added.

**The model beside a real tube.** A pressure of 1 mTorr is at the low end of the rough range of magnetron sputtering, 1 to 10 mTorr. At 10 mTorr the free path would be ten times shorter and gas collisions would matter more. The least certain input is $a$, for which 0.8 to 1 is a rough range for technical metal surfaces. With all else fixed, $a=0.8$ gives the multiplier 1.5 and $a=1$ gives 1, which moves the long-tube value of $C$ by $+23$ % or $-18$ %. With the ends included the shifts are slightly smaller. Either one exceeds both corrections just found. The value at $a=1$ is a floor only within this model. A rough wall tends to send molecules back the way they came and can lower $C$ below the diffuse value: fine circumferential V-grooves with diffuse facets give long-tube multipliers of about 0.9 for a facet slope of 15° and about 0.7 for 45°, which no $a\le1$ reproduces. A real surface may also reflect grazing molecules more specularly than others. That breaks the assumption of a constant $a$, and its effect has not been sized here.

**A very smooth wall.** If the same tube had $a=0.05$, the multiplier would be 39 and the long-tube law would give $W=0.52$. The integral equation gives $0.28$, so the law is too high by 84 % of the true model value, although $L$ is ten times $R/a$. With such a wall, a tube of this length needs the finite-length equation; the law would hold only for a much longer one.

## Computed results

```
CHECKS
mean flight length / R: 2.000000
mean square axial advance / R^2: 2.666667
largest chord change in circle / R: 6.2e-13
multiplier a=0.5, circle, from chords: 3.0000
multiplier a=0.5, square duct, from chords: 2.59
W, L/R=10, a=0.5, integral equation: 0.3676
W, L/R=10, a=0.5, traced molecules: 0.3642
standard error of traced W: 0.0015
a=1.0: multiplier from 1/W at L/R=400..800: 0.9986; (2-a)/a: 1.0000
a=0.9: multiplier from 1/W at L/R=400..800: 1.2199; (2-a)/a: 1.2222
a=0.5: multiplier from 1/W at L/R=400..800: 2.9837; (2-a)/a: 3.0000
EXAMPLE INPUTS
diffuse fraction a: 0.90
temperature: 300 K; argon mass: 39.95 u
tube radius: 0.050 cm; length: 10.0 cm; L/R: 200
inlet pressure: 1.0 mTorr; outlet taken as 0 mTorr
rough argon collision diameter: 0.36 nm
EXAMPLE RESULTS
mean speed: 398.7 m/s
mean flights between diffuse collisions: 1.111
multiplier (2-a)/a: 1.2222
long-tube conductance, a=1: 1.0439e-03 L/s
long-tube conductance, a=0.9: 1.2759e-03 L/s
throughput, a=0.9: 1.276e-06 Torr L/s = 9.171e-05 sccm
molecules per second: 4.107e+13 1/s
NEGLECTED EFFECTS
aperture conductance of inlet: 7.8292e-02 L/s
W long-tube law: 0.01630; W with ends: 0.01568
conductance with ends: 1.2277e-03 L/s
change due to ends: -3.78 %
multiplier at this finite length: 1.2114
mean free path at inlet: 5.40 cm
mean free path / bore: 54.0
estimated loss by gas collisions: 4.56 %
multiplier if a=0.8: 1.5000; if a=1: 1.0000
same tube, a=0.05: multiplier (2-a)/a: 39.0
same tube, a=0.05: W law: 0.5200; W with ends: 0.2824
```
